# A Semiclassical Newton Matrix Does Not Change the Quantum Poisson–Schrödinger Answer: a program that tests the result

```python
"""
Result under test: in a Schrodinger-Poisson solver the root of the quantum
residual F(phi) = K phi - b + Q[phi] does not depend on the matrix B used in
phi <- phi - a B^-1 F(phi).  B sets only the path, the rate and whether the
iteration converges.  A semiclassical density derivative inside B therefore
leaves the converged answer fully quantum.

phi : -(conduction edge - Fermi level)/q at the grid nodes, volt
K   : Poisson matrix with both oxides, uF/cm2;  b : gate load, uC/cm2
Q   : magnitude of electron charge at each node, uC/cm2
chi : exact derivative dQ/dphi;  D : diagonal semiclassical derivative
Device: undoped silicon film between a thin front and a thick back oxide.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.special import spence

q, hbar, m0 = sc.e, sc.hbar, sc.m_e
HB2 = hbar**2 / (2 * m0 * q) * 1e18            # hbar^2/2m0 in eV nm^2
EPS = sc.epsilon_0 * 1e9 * 100                 # vacuum: uF/cm2 times nm
EPS_SI, EPS_OX = 11.7, 3.9
T_FRONT, T_BACK, T_FILM = 1.0, 20.0, 7.0       # nm
V_FRONT, V_BACK, WORK_OFFSET = 1.0, 0.0, 0.45  # V, V, eV
M_LONG, M_TRANS = 0.916, 0.19
# valley count, confinement mass, in-plane density-of-states mass
LADDERS = [(2, M_LONG, M_TRANS), (4, M_TRANS, np.sqrt(M_LONG * M_TRANS))]
C_FRONT, C_BACK = EPS * EPS_OX / T_FRONT, EPS * EPS_OX / T_BACK
PER_CM2 = 1e-6 / q                             # uC/cm2 -> electrons/cm2


class Film:
    def __init__(self, cells=100, temperature=300.0, thickness=T_FILM):
        self.h = thickness / cells
        self.x = np.linspace(0, thickness, cells + 1)
        self.kT = sc.k * temperature / q
        c = EPS * EPS_SI / self.h
        n = cells + 1
        self.K = c * (2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1))
        self.K[0, 0], self.K[-1, -1] = c + C_FRONT, c + C_BACK
        self.weight = np.full(n, self.h)
        self.weight[[0, -1]] /= 2

    def load(self, front=V_FRONT, back=V_BACK):
        b = np.zeros(len(self.x))
        b[0] = C_FRONT * (front - WORK_OFFSET)
        b[-1] = C_BACK * (back - WORK_OFFSET)
        return b

    def levels(self, phi):
        """For each ladder: density of states (uC/cm2/eV), energies, vectors."""
        out = []
        n = len(phi) - 2
        for valleys, m_z, m_d in LADDERS:
            t = HB2 / (m_z * self.h**2)
            H = np.diag(2 * t - phi[1:-1]) - t * (np.eye(n, k=1) + np.eye(n, k=-1))
            energy, vec = np.linalg.eigh(H)
            dos = 100 * q * q * valleys * m_d * m0 / (np.pi * hbar**2)
            out.append((dos, energy, vec))
        return out

    def quantum(self, phi):
        """Node charges and the potential Omega of which they are the gradient."""
        charge, omega = np.zeros(len(phi)), 0.0
        for dos, energy, vec in self.levels(phi):
            eta = -energy / self.kT
            charge[1:-1] += vec**2 @ (dos * self.kT * np.logaddexp(0, eta))
            omega -= dos * self.kT**2 * np.sum(spence(1 + np.exp(eta)))
        return charge, omega

    def residual(self, phi, b):
        return self.K @ phi - b + self.quantum(phi)[0]

    def functional(self, phi, b):
        return 0.5 * phi @ self.K @ phi - b @ phi + self.quantum(phi)[1]

    def response(self, phi):
        """Exact dQ/dphi from divided differences of the level filling."""
        chi = np.zeros((len(phi), len(phi)))
        for dos, energy, vec in self.levels(phi):
            fill = dos * self.kT * np.logaddexp(0, -energy / self.kT)
            gap = energy[:, None] - energy[None, :]
            mean = 0.5 * (energy[:, None] + energy[None, :])
            close = np.abs(gap) < 1e-6
            slope = dos * np.exp(-np.logaddexp(0, mean / self.kT))
            ratio = -(fill[:, None] - fill[None, :]) / np.where(close, 1.0, gap)
            kernel = np.where(close, slope, ratio)
            pair = (vec[:, :, None] * vec[:, None, :]).reshape(len(energy), -1)
            chi[1:-1, 1:-1] += (pair * kernel.ravel()) @ pair.T
        return chi

    def frozen(self, phi):
        """Local derivative with the orbitals held fixed."""
        d = np.zeros(len(phi))
        for dos, energy, vec in self.levels(phi):
            d[1:-1] += vec**2 @ (dos * np.exp(-np.logaddexp(0, energy / self.kT)))
        return np.diag(d)

    def classical(self, phi):
        """Semiclassical node charges and derivative: plane waves across the film."""
        dt = 0.05
        t = np.arange(0, 10 + dt / 2, dt)
        w = np.full(len(t), dt)
        w[0] /= 2
        arg = phi[:, None] / self.kT - t[None, :]**2
        scale = sum(100 * q * q * g * md * m0 / (np.pi * hbar**2)
                    * np.sqrt(mz * self.kT / HB2) / np.pi for g, mz, md in LADDERS)
        n = scale * self.kT * (np.logaddexp(0, arg) @ w)
        dn = scale * (np.exp(-np.logaddexp(0, -arg)) @ w)
        return self.weight * n, self.weight * dn

    def semislope(self, phi):
        return np.diag(self.classical(phi)[1])


def solve_quantum(film, b, start, slope, damping=None, tol=1e-11, limit=3000):
    """Quantum residual, arbitrary slope in the matrix; backtracking if damping is None."""
    phi, path, halvings = start.copy(), [], 0
    for _ in range(limit):
        F = film.residual(phi, b)
        path.append((phi.copy(), F))
        if np.max(np.abs(F)) < tol:
            return phi, path, halvings
        step = -np.linalg.solve(film.K + slope(phi), F)
        a = 1.0 if damping is None else damping
        if damping is None:
            G = film.functional(phi, b)
            while film.functional(phi + a * step, b) > G + 1e-4 * a * (F @ step) + 1e-11:
                a, halvings = a / 2, halvings + 1
        phi = phi + a * step
    raise AssertionError("quantum iteration did not converge")


def solve_classical(film, b, start, matrix=None, damping=1.0):
    """Semiclassical residual; own Newton matrix unless another is supplied."""
    phi = start.copy()
    for _ in range(5000):
        n, dn = film.classical(phi)
        F = film.K @ phi - b + n
        if np.max(np.abs(F)) < 1e-11:
            return phi
        B = film.K + np.diag(dn) if matrix is None else matrix
        phi = phi - damping * np.linalg.solve(B, F)
    raise AssertionError("semiclassical iteration did not converge")


def error_factor(film, b, root, chi, slope):
    """Predicted dominant error factor and the one seen in a real full step."""
    lam, vec = eigh(film.K + chi, film.K + slope(root))
    k = np.argmax(np.abs(1 - lam))
    v = vec[:, k] / np.max(np.abs(vec[:, k]))
    p = root + 1e-6 * v
    new = p - np.linalg.solve(film.K + slope(p), film.residual(p, b))
    seen = (new - root) @ v / (v @ v) / 1e-6
    assert abs(seen - (1 - lam[k])) < 1e-3 * max(1, abs(1 - lam[k]))
    return 1 - lam[k], seen, lam


film = Film()
b = film.load()
ones = np.ones(len(film.x))
zero_slope = lambda phi: np.zeros((len(phi), len(phi)))

# --- semiclassical density against the polylogarithm and a wide quantum box
level = 0.05
m_dos = (M_LONG * M_TRANS**2)**(1 / 3)
Nc = 12 * (m_dos * m0 * film.kT * q / (2 * np.pi * hbar**2))**1.5
reference = -float(mp.re(mp.polylog(1.5, -mp.exp(level / film.kT)))) * Nc * q * 1e-7
ours = (film.classical(level * ones)[0] / film.weight)[5]
assert abs(ours / reference - 1) < 1e-8
box = Film(cells=400, thickness=40.0)
flat = np.full(401, -0.05)
box_ratio = box.quantum(flat)[0][200] / box.classical(flat)[0][200]
assert abs(box_ratio - 1) < 2e-3

# --- the two different answers: semiclassical and quantum residual
phi_sc = solve_classical(film, b, 0 * ones)
phi_q, path_exact, _ = solve_quantum(film, b, phi_sc, film.response)
chi = film.response(phi_q)
J = film.K + chi

# --- derivative and gradient against finite differences, away from the root
d = np.sin(2.3 * film.x / T_FILM + 0.4)
e = 1e-5
fd = (film.quantum(phi_sc + e * d)[0] - film.quantum(phi_sc - e * d)[0]) / (2 * e)
an = film.response(phi_sc) @ d
assert np.max(np.abs(fd - an)) < 1e-5 * np.max(np.abs(an))
fdG = (film.functional(phi_sc + e * d, b) - film.functional(phi_sc - e * d, b)) / (2 * e)
assert abs(fdG - film.residual(phi_sc, b) @ d) < 1e-5
assert np.linalg.eigvalsh(chi)[0] > -1e-9
assert np.max(np.abs(chi @ ones - np.diag(film.frozen(phi_q)))) < 1e-8

# --- same quantum residual, other matrices and other starts
phi_tf, path_tf, _ = solve_quantum(film, b, phi_sc, film.semislope)
phi_fr, path_fr, _ = solve_quantum(film, b, phi_sc, film.frozen)
phi_s0, path_s0, _ = solve_quantum(film, b, 0 * ones, film.semislope)
phi_s1, path_s1, halved = solve_quantum(film, b, -0.4 * ones, film.semislope)
f_tf, seen_tf, lam_tf = error_factor(film, b, phi_q, chi, film.semislope)
f_fr, seen_fr, _ = error_factor(film, b, phi_q, chi, film.frozen)
f_0, seen_0, lam_0 = error_factor(film, b, phi_q, chi, zero_slope)
assert lam_tf[0] > 0 and abs(f_tf) < 1 < abs(f_0)
damp = 1 / lam_0[-1]
phi_pic, path_pic, _ = solve_quantum(film, b, phi_sc, zero_slope, damping=damp)
stiff = lambda phi: 10 * film.semislope(phi)
phi_st, path_st, _ = solve_quantum(film, b, phi_sc, stiff, damping=1.0)
answers = [phi_tf, phi_fr, phi_s0, phi_s1, phi_pic, phi_st]
spread = max(np.max(np.abs(p - phi_q)) for p in answers)
difference = np.max(np.abs(phi_sc - phi_q))
assert spread < 1e-8 and difference > 1e-3
assert len(path_exact) < len(path_tf)

# --- full steps with zero derivative do not settle
p = phi_sc.copy()
for _ in range(30):
    p = p - np.linalg.solve(film.K, film.residual(p, b))
wild = np.max(np.abs(film.residual(p, b)))
assert wild > 1e-2

# --- residual bound on the error, valid for every iterate and every matrix
k_min = np.linalg.eigvalsh(film.K)[0]
for path in (path_tf, path_st, path_pic, path_s1):
    for phi, F in path:
        assert np.linalg.norm(phi - phi_q) <= np.linalg.norm(F) / k_min * (1 + 1e-6) + 1e-9

# --- stopping on a small step with the stiff matrix
for (old, _), (new, _) in zip(path_st[:-1], path_st[1:]):
    small_step = np.max(np.abs(new - old))
    if small_step < 1e-3:
        break
stop_error = np.max(np.abs(new - phi_q))
stop_density = film.quantum(new)[0].sum() * PER_CM2
assert stop_error > 3 * small_step

# --- converse: semiclassical residual with the quantum matrix
lam_c = eigh(film.K + film.semislope(phi_q), J, eigvals_only=True)
phi_conv = solve_classical(film, b, phi_q, matrix=J, damping=1 / lam_c[-1])
converse = np.max(np.abs(phi_conv - phi_sc))
assert converse < 1e-8

# --- capacitance: here the derivative itself is the answer
db = np.zeros(len(ones))
db[0] = C_FRONT
cap = lambda S: ones @ S @ np.linalg.solve(film.K + S, db)
C_exact, C_wrong = cap(chi), cap(film.semislope(phi_q))
C_semi = cap(film.semislope(phi_sc))
dv = 1e-4
Qpm = [film.quantum(solve_quantum(film, film.load(V_FRONT + s * dv), phi_q,
                                  film.semislope)[0])[0].sum() for s in (1, -1)]
C_diff = (Qpm[0] - Qpm[1]) / (2 * dv)
assert abs(C_diff / C_exact - 1) < 1e-4 and abs(C_wrong / C_exact - 1) > 0.02

# --- observables, finer grid, hot device
Qq, Qs = film.quantum(phi_q)[0], film.classical(phi_sc)[0]
Nq, Ns = Qq.sum() * PER_CM2, Qs.sum() * PER_CM2
zq, zs = Qq @ film.x / Qq.sum(), Qs @ film.x / Qs.sum()
fine = Film(cells=200)
start = np.interp(fine.x, film.x, phi_q)
N_fine = fine.quantum(solve_quantum(fine, fine.load(), start, fine.semislope)[0])[0].sum() * PER_CM2
assert abs(N_fine / Nq - 1) < 1e-2
hot = Film(temperature=358.15)
N_hot = hot.quantum(solve_quantum(hot, b, phi_q, hot.semislope)[0])[0].sum() * PER_CM2

# --- sizes of neglected effects (rough barrier, oxide mass, nonparabolicity)
BARRIER, M_OX, ALPHA, GAP, NV = 3.1, 0.5, 0.5, 1.12, 2.6e19
_, E, V = film.levels(phi_q)[0]
decay = np.sqrt(M_OX * BARRIER / HB2)
slope0 = V[0, 0]**2 / film.h**3
shift_pen = HB2 / M_LONG * slope0 * (M_OX / M_LONG) / decay
n_peak = np.max(Qq) / film.h * PER_CM2 * 1e-14            # per nm^3
coulomb = q / (4 * np.pi * sc.epsilon_0 * EPS_SI) * 1e9   # eV nm
exchange = coulomb * (6 * n_peak / 4 / np.pi)**(1 / 3)
image = coulomb * (EPS_SI - EPS_OX) / (EPS_SI + EPS_OX) / (4 * zq)
kinetic = E[0] + V[:, 0]**2 @ phi_q[1:-1]
mass_change = 2 * ALPHA * (kinetic + film.kT)
v_ox = V_FRONT - WORK_OFFSET - phi_q[0]
s = (np.arange(200) + 0.5) / 200 * T_FRONT
height = BARRIER - (E[0] + phi_q[0]) - v_ox * s / T_FRONT
transmission = np.exp(-2 * np.mean(np.sqrt(M_OX * height / HB2)) * T_FRONT)
leak = Qq.sum() * 1e-6 * (E[1] - E[0]) * q / sc.h * transmission
holes = NV * np.exp(-(GAP + phi_q.min()) / film.kT)
dN_exchange = ones @ chi @ np.linalg.solve(J, film.K @ ones) * exchange * PER_CM2


def history(path, picks):
    return "  ".join(f"{k}:{np.max(np.abs(path[k][0] - phi_q)) * 1e3:.1e}"
                     for k in picks if k < len(path))


print(f"film, front oxide, back oxide: {T_FILM}, {T_FRONT}, {T_BACK} nm")
print(f"front gate, back gate: {V_FRONT}, {V_BACK} V; work offset {WORK_OFFSET} eV")
print(f"grid spacing {film.h:.3f} nm; kT {film.kT * 1e3:.2f} meV")
print(f"front, back oxide capacitance: {C_FRONT:.3f}, {C_BACK:.3f} uF/cm2")
print(f"wide box, quantum/semiclassical density: {box_ratio:.5f}")
print(f"sheet density, quantum residual: {Nq:.4e} cm^-2")
print(f"sheet density, semiclassical residual: {Ns:.4e} cm^-2")
print(f"charge centroid, quantum: {zq:.3f} nm; semiclassical: {zs:.3f} nm")
print(f"front phi, quantum: {phi_q[0]:.4f} V; semiclassical: {phi_sc[0]:.4f} V")
print(f"lowest two levels, heavy ladder: {E[0]:.4f}, {E[1]:.4f} eV")
print(f"largest phi gap between the two answers: {difference * 1e3:.2f} mV")
print(f"largest phi spread, six quantum runs: {spread * 1e3:.1e} mV")
print(f"quantum matrix, semiclassical residual: off by {converse * 1e3:.1e} mV")
print(f"updates, exact derivative: {len(path_exact) - 1}")
print(f"updates, semiclassical derivative: {len(path_tf) - 1}")
print(f"updates, frozen-orbital derivative: {len(path_fr) - 1}")
print(f"updates, zero derivative, damping {damp:.4f}: {len(path_pic) - 1}")
print(f"updates, tenfold semiclassical derivative: {len(path_st) - 1}")
print(f"updates, semiclassical derivative, start 0 V: {len(path_s0) - 1}")
print(f"same, start -0.4 V: {len(path_s1) - 1}; halvings {halved}")
print("error in mV after k updates, exact derivative:")
print("  " + history(path_exact, range(7)))
print("error in mV after k updates, semiclassical derivative:")
print("  " + history(path_tf, (0, 1, 2, 3, 5, 10, 15)))
print(f"error factor, semiclassical: {f_tf:.4f} predicted, {seen_tf:.4f} seen")
print(f"error factor, frozen orbital: {f_fr:.4f} predicted, {seen_fr:.4f} seen")
print(f"error factor, zero derivative: {f_0:.3f} predicted, {seen_0:.3f} seen")
print(f"lambda range, semiclassical matrix: {lam_tf[0]:.4f} to {lam_tf[-1]:.4f}")
print(f"zero derivative, 30 full steps: residual {wild:.2f} uC/cm2")
print(f"stiff matrix, stop at step {small_step * 1e3:.3f} mV: error {stop_error * 1e3:.2f} mV")
print(f"sheet density at that early stop: {stop_density:.4e} cm^-2")
print(f"capacitance, exact derivative: {C_exact:.4f} uF/cm2")
print(f"capacitance, differenced solutions: {C_diff:.4f} uF/cm2")
print(f"capacitance, D put in at quantum root: {C_wrong:.4f} uF/cm2")
print(f"capacitance, fully semiclassical: {C_semi:.4f} uF/cm2")
print(f"sheet density, halved grid spacing: {N_fine:.4e} cm^-2")
print(f"sheet density at 85 C: {N_hot:.4e} cm^-2")
print(f"neglected: oxide penetration lowers level by {shift_pen * 1e3:.1f} meV")
print(f"neglected: exchange scale {exchange * 1e3:.1f} meV (zero-temperature)")
print(f"  sheet density change for that shift: {dN_exchange:.2e} cm^-2")
print(f"neglected: image energy at centroid {image * 1e3:.1f} meV")
print(f"neglected: nonparabolic mass change {mass_change * 100:.1f} percent")
print(f"neglected: oxide transmission {transmission:.1e}, leakage {leak:.1e} A/cm2")
print(f"neglected: largest hole density {holes:.1e} cm^-3")
print(f"front oxide field: {v_ox / T_FRONT * 10:.2f} MV/cm")
print("finished without a failed check")
```

It prints:

```
film, front oxide, back oxide: 7.0, 1.0, 20.0 nm
front gate, back gate: 1.0, 0.0 V; work offset 0.45 eV
grid spacing 0.070 nm; kT 25.85 meV
front, back oxide capacitance: 3.453, 0.173 uF/cm2
wide box, quantum/semiclassical density: 1.00019
sheet density, quantum residual: 7.2857e+12 cm^-2
sheet density, semiclassical residual: 9.4806e+12 cm^-2
charge centroid, quantum: 1.936 nm; semiclassical: 0.952 nm
front phi, quantum: 0.1929 V; semiclassical: 0.0921 V
lowest two levels, heavy ladder: -0.0180, 0.0527 eV
largest phi gap between the two answers: 103.40 mV
largest phi spread, six quantum runs: 8.2e-09 mV
quantum matrix, semiclassical residual: off by 2.3e-08 mV
updates, exact derivative: 6
updates, semiclassical derivative: 68
updates, frozen-orbital derivative: 13
updates, zero derivative, damping 0.0715: 316
updates, tenfold semiclassical derivative: 687
updates, semiclassical derivative, start 0 V: 68
same, start -0.4 V: 69; halvings 1
error in mV after k updates, exact derivative:
  0:1.0e+02  1:5.3e+01  2:1.6e+01  3:2.9e+00  4:1.0e-01  5:1.1e-04  6:0.0e+00
error in mV after k updates, semiclassical derivative:
  0:1.0e+02  1:6.4e+01  2:4.4e+01  3:3.1e+01  5:1.5e+01  10:2.8e+00  15:5.0e-01
error factor, semiclassical: 0.7109 predicted, 0.7109 seen
error factor, frozen orbital: 0.1407 predicted, 0.1407 seen
error factor, zero derivative: -12.993 predicted, -12.993 seen
lambda range, semiclassical matrix: 0.2891 to 0.9999
zero derivative, 30 full steps: residual 1.98 uC/cm2
stiff matrix, stop at step 0.981 mV: error 28.16 mV
sheet density at that early stop: 4.8726e+12 cm^-2
capacitance, exact derivative: 2.3493 uF/cm2
capacitance, differenced solutions: 2.3493 uF/cm2
capacitance, D put in at quantum root: 2.9886 uF/cm2
capacitance, fully semiclassical: 2.8421 uF/cm2
sheet density, halved grid spacing: 7.2851e+12 cm^-2
sheet density at 85 C: 7.4246e+12 cm^-2
neglected: oxide penetration lowers level by 6.6 meV
neglected: exchange scale 31.2 meV (zero-temperature)
  sheet density change for that shift: 4.90e+11 cm^-2
neglected: image energy at centroid 7.9 meV
neglected: nonparabolic mass change 7.0 percent
neglected: oxide transmission 6.1e-06, leakage 1.2e+02 A/cm2
neglected: largest hole density 5.9e+01 cm^-3
front oxide field: 3.57 MV/cm
finished without a failed check
```
